# Screened exchange and Coulomb hole from a single-pole dielectric function, part 3

The GW self-energy $\Sigma_{nn'}(\mathbf k,E)$ of a crystal of volume $V$ is computed in Hartree atomic units from a mean-field Green function $G$ and a one-pole inverse dielectric matrix. With $\mathbf Q=\mathbf q+\mathbf G$, $\mathbf Q'=\mathbf q+\mathbf G'$, $v(\mathbf Q)=4\pi/|\mathbf Q|^2$, $W^c=W-v=v\chi v$, excitation energies $\omega_s>0$ and $w_s=\omega_s-i\eta$, the exact response is

$$\chi_{\mathbf G\mathbf G'}(\mathbf q,\omega)=\frac1V\sum_s\tilde n_s(\mathbf Q)\,\tilde n_s^*(\mathbf Q')\,\frac{2w_s}{\omega^2-w_s^2},\qquad\tilde n_s(\mathbf Q)=\int e^{-i\mathbf Q\cdot\mathbf r}n_s(\mathbf r)\,d^3r.\tag{5}$$

The model replaces $\epsilon^{-1}-\delta$ by $A/(\omega^2-\tilde\omega^2)$. The Hybertsen–Louie fit sets $\tilde\omega^2=\lambda/\cos\phi$ and $A=\Omega^2(1-i\tan\phi)$, where $\lambda e^{i\phi}=\Omega^2/[\delta-\epsilon^{-1}(\omega=0)]$ and $\Omega^2$ is the f-sum-rule strength. On the diagonal $\phi=0$ and $A=\omega_p^2>0$. With plane-wave coefficients $c$,

$$M_{mn}(\mathbf G)=\langle m,\mathbf k-\mathbf q|\,e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\,|n\mathbf k\rangle=\sum_{\mathbf G_1}c^*_{m,\mathbf k-\mathbf q}(\mathbf G_1-\mathbf G)\,c_{n\mathbf k}(\mathbf G_1).\tag{8}$$

Screened exchange (SX) and Coulomb hole (COH) are

$$\Sigma^{\rm SX}_{nn'}(\mathbf k,E)=-\frac1V\sum_{m}^{\rm occ}\sum_{\mathbf q\mathbf G\mathbf G'}M^*_{mn}(\mathbf G)M_{mn'}(\mathbf G')\left[\delta_{\mathbf G\mathbf G'}+\frac{A_{\mathbf G\mathbf G'}}{(E-E_{m,\mathbf k-\mathbf q})^2-\tilde\omega^2_{\mathbf G\mathbf G'}}\right]v(\mathbf q+\mathbf G'),\tag{14}$$

$$\Sigma^{\rm COH}_{nn'}(\mathbf k,E)=\frac1{2V}\sum_{m}^{\rm all}\sum_{\mathbf q\mathbf G\mathbf G'}M^*_{mn}(\mathbf G)M_{mn'}(\mathbf G')\,\frac{A_{\mathbf G\mathbf G'}\,v(\mathbf q+\mathbf G')}{\tilde\omega_{\mathbf G\mathbf G'}\,\big(E-E_{m,\mathbf k-\mathbf q}-\tilde\omega_{\mathbf G\mathbf G'}\big)}.\tag{15}$$

This division depends on the choice of contour; the sum does not. With $x=E-E_{m,\mathbf k-\mathbf q}$, occupations $f_m=1$ or $0$, and $x_\eta=x-i\eta s_m$ ($s_m=+1$ occupied, $-1$ empty), the sum without bare exchange has the kernel

$$I^c_m=\frac{A}{2\tilde\omega}\left[\frac{f_m}{x+\tilde\omega-i0^+}+\frac{1-f_m}{x-\tilde\omega+i0^+}\right].\tag{16}$$

In the static limit

$$\Sigma^{\rm COH}_{nn'}\to\frac1{2V}\sum_{\mathbf q\mathbf G\mathbf G'}W^c_{\mathbf G\mathbf G'}(\mathbf q,0)\langle n\mathbf k|e^{i(\mathbf G-\mathbf G')\cdot\mathbf r}|n'\mathbf k\rangle=\tfrac12\langle n\mathbf k|W^c(\mathbf r,\mathbf r;0)|n'\mathbf k\rangle.\tag{21}$$

The program's one-dimensional model crystal is a ring of length $L$: $4$ cells of $6.0$ bohr, potential $0.5\cos gx+0.3\sin2gx$ Ha ($g$ the primitive reciprocal vector), interaction $4\pi/(Q^2+\kappa^2)$ with $\kappa=0.5$ bohr$^{-1}$, one filled band, $k=2\pi/L$, midgap $E=0.0576$ Ha, cutoff $|Q|\le13\times2\pi/L$, and $A=0$ for elements without a real pole. Earlier checks confirmed the index of $v$ in $W_{\mathbf G\mathbf G'}=\epsilon^{-1}_{\mathbf G\mathbf G'}v(\mathbf Q')$ through the Dyson equation, and compared SX plus COH with an exactly diagonalized four-level electron–boson model.

## 8. Slope and quasiparticle energy

Since $\partial x/\partial E=1$, the kernels of (14) and (15) have the derivatives

$$\frac{\partial}{\partial E}\left[-\frac{A}{x^2-\tilde\omega^2}\right]=\frac{2xA}{(x^2-\tilde\omega^2)^2},\qquad\frac{\partial}{\partial E}\left[\frac{A}{2\tilde\omega(x-\tilde\omega)}\right]=-\frac{A}{2\tilde\omega(x-\tilde\omega)^2},\tag{22}$$

with the same weights $M^*Mv/V$ and the same band ranges. From (16) their sum is $-\frac{A}{2\tilde\omega}[f_m/(x+\tilde\omega)^2+(1-f_m)/(x-\tilde\omega)^2]$, negative for every term with $\mathbf G=\mathbf G'$, where $A>0$ and the weight $|M|^2v$ is positive. Terms with $\mathbf G\ne\mathbf G'$ have no fixed sign. Because $\tilde\omega$ differs from element to element, the residue matrix of the model need not be positive, so a negative slope of the total $\Sigma_{nn}$ is not guaranteed by the model. To first order in $\Sigma-V_{xc}$ for the orbitals, the quasiparticle equation is $E=E_n+\Sigma_{nn}(E)-V^{xc}_{nn}$. Expanding $\Sigma$ linearly about $E_n$ and collecting $E-E_n$ on the left,

$$E=E_n+Z\,[\Sigma_{nn}(E_n)-V^{xc}_{nn}],\qquad Z=\frac1{1-\partial\Sigma_{nn}/\partial E|_{E_n}}.\tag{23}$$

The expansion needs the shift $E-E_n$ to be small compared with the distance to the nearest pole of (16). Those poles lie below $E_F-\tilde\omega_{\min}$ and above $E_F+\tilde\omega_{\min}$ (in an insulator, measured from the valence and conduction edges). States inside that window see a smooth real $\Sigma$. Outside it, a finite $\mathbf q$ mesh gives a set of sharp poles whose positions come from the fit, and near any of them $\Sigma$ and $Z$ reflect the fit and the mesh, and the expansion behind (23) fails.

## 9. An independent check along the imaginary axis

A code can be verified without residues of $W$. In the integral of $G\,W^c$ the poles of $W^c$ lie in the second and fourth quadrants of the $\omega$ plane, so the real axis can be turned counter-clockwise onto the imaginary axis through the first and third. A pole of $G$ at $-x+i\eta s_m$ is crossed in the first quadrant if $m$ is occupied with $x<0$, and in the third if $m$ is empty with $x>0$. The closed path around the first quadrant runs counter-clockwise and contributes $-W^c(-x)$ after the prefactor; the one around the third runs clockwise and contributes $+W^c(-x)$. On the imaginary axis $d\omega=i\,d\nu$ turns the prefactor into $-1/2\pi$, and the evenness of $W^c$ keeps only the even part $x/(x^2+\nu^2)$ of $1/(x+i\nu)$. Per state,

$$\frac{i}{2\pi}\int\frac{W^c(\omega)\,d\omega}{\omega+x_\eta}=-\frac1\pi\int_0^\infty d\nu\,\frac{x\,W^c(i\nu)}{x^2+\nu^2}-f_m\theta(-x)W^c(x)+(1-f_m)\theta(x)W^c(x).\tag{24}$$

This holds for any $W^c$ of the form (5). For the model, $W^c(i\nu)\propto-A/(\nu^2+\tilde\omega^2)$. The identity $\frac1{(x^2+\nu^2)(\tilde\omega^2+\nu^2)}=\frac1{\tilde\omega^2-x^2}\left[\frac1{x^2+\nu^2}-\frac1{\tilde\omega^2+\nu^2}\right]$ and $\int_0^\infty d\nu/(a^2+\nu^2)=\pi/2|a|$ give for the first term $A\,\mathrm{sgn}(x)/[2\tilde\omega(\tilde\omega+|x|)]$. For $x>0$ this is the occupied term of (16), and for $x<0$ it is the Coulomb-hole kernel $A/[2\tilde\omega(x-\tilde\omega)]$. For $E$ in a gap no residue arises, and the integral alone reproduces (16).

The program uses this on the model crystal. It forms $G(x,x')$ and $W^c(x,x')$ on a real-space grid at imaginary frequencies, multiplies them point by point, integrates numerically, adds bare exchange, and projects on the three lowest bands. For the lowest band (14) and (15) give $-5.519600-2.412740=-7.932340$ Ha and the real-space route gives $-7.932340$ Ha. The largest deviation over the $3\times3$ matrix is $1.1\times10^{-12}$ Ha. The agreement, the presence of an off-diagonal element, nonzero values of $\tan\phi$ and the hermiticity of the matrix are asserted. Both routes use the same model $W^c$, so this tests the matrix elements (8), their order, and the signs and factors of (14) and (15). It does not test the quality of the model, nor the index on which the Coulomb factor sits, which is the subject of the Dyson-equation check in section 1.

## 10. Worked example: potassium as an electron gas

Potassium has one valence electron per atom in a nearly free band, and it is treated here as jellium with $r_s\approx4.9$ bohr, a rough figure for its valence density. The lattice potential and the polarization of the cores are ignored. The five decimals quoted below are kept so that the arithmetic can be followed; as statements about the metal they are rough estimates. Taking $r_s=4.86$ bohr raises the bandwidth found below by about $0.03$ eV, a uniform core dielectric constant of $1.15$ to $1.3$ lowers the narrowing from $0.18$ eV to about $0.16$ to $0.15$ eV, and the jellium plasma energy of $4.35$ eV lies well above the measured value of about $3.7$ eV.

For plane-wave orbitals $M=1$, the matrix is diagonal, the sum over $\mathbf q$ and $\mathbf G$ becomes an integral over all wave vectors $\mathbf q$, $\phi=0$ and $A=\omega_p^2$. From $\rho=3/4\pi r_s^3=k_F^3/3\pi^2$,

$$k_F=\frac{(9\pi/4)^{1/3}}{r_s}=0.39166\ \text{bohr}^{-1},\quad E_F=\tfrac12k_F^2=0.07670\ \text{Ha}=2.087\ \text{eV},\quad\omega_p=\sqrt{3/r_s^3}=0.15969\ \text{Ha}.$$

The static screening is taken in the RPA. The independent-particle response is $\chi_0(q,\omega)=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right]$ with $\Delta=kq\mu+q^2/2$ and $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf q$; transitions into occupied states may be included because they cancel in pairs. At $\omega=0$ the bracket is $-2/\Delta$, taken as a principal value, and the angular integral gives $\chi_0=-\frac1{\pi^2q}\int_0^{k_F}k\ln\left|\frac{q+2k}{q-2k}\right|dk$. Set $k=k_Fy$ and $z=q/2k_F$, and integrate by parts with $(y^2-z^2)/2$ as the primitive of $y$. The derivative of the logarithm is $2z/(z^2-y^2)$, so the remaining integral equals $z$, and

$$\chi_0(q,0)=-\frac{k_F}{\pi^2}\left[\frac12+\frac{1-z^2}{4z}\ln\left|\frac{1+z}{1-z}\right|\right],\qquad\epsilon^{-1}=\frac1{1-v\chi_0},\qquad\tilde\omega(q)=\frac{\omega_p}{\sqrt{1-\epsilon^{-1}(q,0)}}.$$

The program asserts its closed Lindhard function against the defining integral at one static and three complex frequencies. At $q=k_F$, $\epsilon^{-1}=0.25223$ and $\tilde\omega=0.15969/\sqrt{0.74777}=0.1847$ Ha. At $q=0.5k_F$, $\epsilon^{-1}=0.07284$ and $\tilde\omega=0.1658$ Ha. For large $z$ the bracket tends to $1/3z^2$, so $\chi_0\to-4\rho/q^2$, $1-\epsilon^{-1}\to4\omega_p^2/q^4$ and $\tilde\omega\to q^2/2$. At $q=2.5k_F$, $\epsilon^{-1}=0.88379$ and $\tilde\omega=0.4684$ Ha, within about $2\%$ of $q^2/2=6.25\times0.07670=0.479$ Ha. This closeness is partly a cancellation and does not mean the limit has been reached: $\tilde\omega^2=\omega_p^2+\omega_p^2/|v\chi_0|$, and with $|v\chi_0|=0.11621/0.88379=0.1315$ the second term is $0.194$ Ha$^2$, about $16\%$ below $(q^2/2)^2=0.230$ Ha$^2$, while the first term, $0.0255$ Ha$^2$, adds back about $11\%$ of it.

Because $0<\epsilon^{-1}<1$, $\tilde\omega\ge\omega_p$. On shell, $E=k^2/2$ with $k\le k_F$, every state has $x\le E_F$ and every occupied state has $x\ge-E_F$. Since $E_F<\omega_p$, no denominator of (14) or (15) vanishes.

With $V^{-1}\sum_{\mathbf q}\to\frac1{4\pi^2}\int q^2dq\int d\mu$ and $q^2v=4\pi$, and with $x=E-\tfrac12(k^2+q^2)+kq\mu$,

$$\Sigma^{\rm SX}=-\frac1\pi\int dq\int_{\mu_0}^1d\mu\left[1+\frac{\omega_p^2}{x^2-\tilde\omega^2}\right],\qquad\Sigma^{\rm COH}=\frac1\pi\int_0^\infty dq\int_{-1}^1d\mu\,\frac{\omega_p^2}{2\tilde\omega(x-\tilde\omega)}.$$

The condition $|\mathbf k-\mathbf q|<k_F$ sets $\mu_0=(k^2+q^2-k_F^2)/2kq$. At $k=0$ it reads $q<k_F$ with all angles, and the bare term is $-2k_F/\pi=-0.24934$ Ha. At $k=k_F$, $\mu_0=q/2k_F$ and the bare term is $-\frac1\pi\int_0^{2k_F}(1-q/2k_F)dq=-k_F/\pi=-0.12467$ Ha. The on-shell values are, in hartree:

| | $k=0$ | $k=k_F$ |
|:--|--:|--:|
| bare exchange | $-0.24934$ | $-0.12467$ |
| SX | $-0.01419$ | $-0.01589$ |
| COH | $-0.15125$ | $-0.16337$ |
| SX + COH | $-0.16543$ | $-0.17925$ |
| static SX + COH | $-0.22540$ | $-0.22226$ |
| full RPA, real part | $-0.16176$ | $-0.17384$ |

The sums, $-4.502$ eV and $-4.878$ eV, differ from the added entries by one unit of rounding in the last place. The program asserts that the correlation part at $k_F$ and the Coulomb hole at $k=0$ (where every $x<0$) agree with the imaginary-axis quadrature of (24), that the totals are stable when the $q$ grid is doubled, and that the slopes (22) agree with finite differences.

Screening removes most of the exchange, and the dynamic SX is less negative than the static one ($-0.02263$ Ha at $k=0$, $-0.01949$ Ha at $k_F$) because $\omega_p^2/(\tilde\omega^2-x^2)\ge\omega_p^2/\tilde\omega^2$ for $|x|<\tilde\omega$. The bracket $1-\omega_p^2/(\tilde\omega^2-x^2)$ can even change sign: at $k=k_F$, $q=0.5k_F$, $\mu=1$, where $x=0.75E_F=0.0575$ Ha and $\tilde\omega=0.1658$ Ha, it is about $-0.05$, although the integrated SX stays negative. The static Coulomb hole is $-0.20277$ Ha at both wave vectors, as the local form (21) requires. The dynamic one is smaller in magnitude: at $k=0$ the factor $\tilde\omega/(\tilde\omega+q^2/2)$ is below one for all $q$ and tends to $\tfrac12$ at large $q$.

The slopes are $-1.0847$ at $k=0$ and $-0.6322$ at $k_F$, so $Z_0=1/2.0847=0.4797$ and $Z_F=1/1.6322=0.6127$. At $k_F$ occupied states have $x\ge0$ and empty ones $x\le0$, so every denominator in (16) is at least $\tilde\omega$ in magnitude. At $k=0$ all occupied states have the denominator $\tilde\omega-q^2/2<\tilde\omega$, which at $q=k_F$ is $0.18466-0.07670=0.108$ Ha: the band bottom is nearer the plasmon-emission poles, and these terms enter the slope with increased weight.

In jellium $V^{xc}$ is a constant. It is set equal to $\Sigma(k_F,E_F)$, so that (23) leaves the Fermi level where $G$ has it. Because $Z_0\ne Z_F$, another constant would give another linearized bandwidth. The band bottom moves by $Z_0[\Sigma(0,0)-\Sigma(k_F,E_F)]$, with

$$\Sigma(0,0)-\Sigma(k_F,E_F)=-0.16543+0.17925=0.01382\ \text{Ha},\qquad0.4797\times0.01382=0.00663\ \text{Ha}.$$

The occupied bandwidth is $0.07670-0.00663=0.07007$ Ha $=1.907$ eV, which is $0.180$ eV or about $9\%$ below the free-electron value (ratio $0.9136$). The shift of $0.007$ Ha is small beside the denominators of order $0.1$ Ha, which is the condition under which (23) was derived. The linearization still affects the last digits: solving the quasiparticle equation without it gives a shift of $0.0068$ Ha, a bandwidth of $1.903$ eV and a ratio of $0.912$.

Within the division into (14) and (15), which section 5 showed to depend on the choice of contour, the narrowing comes mainly from the Coulomb hole, which supplies $-0.15125+0.16337=0.0121$ Ha of the $0.0138$ Ha, and its sign can be derived. On shell $x=kq\mu-q^2/2$, whose angular mean $-q^2/2$ is the value at $k=0$. The function $1/(\tilde\omega-x)$ is convex for $x<\tilde\omega$, so its angular average at $k_F$ exceeds its value at the mean, and the Coulomb hole is more negative at $k_F$ than at $k=0$. The static approximation has no such $k$ dependence and gives a difference of the opposite sign, $-0.00314$ Ha, a slight widening. Bare exchange gives $-0.12467$ Ha.

The last row of the table is the same $G_0W_0$ self-energy with the full RPA frequency dependence, obtained from (24); at $k=0$ the residue term uses $W^c$ at the real frequency $|x|=q^2/2$, where the time-ordered function equals the retarded one. Relative to these values the pole model is too negative by $0.0037$ Ha at $k=0$ and $0.0054$ Ha at $k_F$, about $2\%$ and $3\%$ of the totals. The totals contain bare exchange, which the model leaves untouched; measured against the correlation parts alone, $-0.16176+0.24934=0.0876$ Ha and $-0.17384+0.12467=-0.0492$ Ha, the errors are about $4\%$ and $11\%$. The difference that governs the bandwidth is less well reproduced in relative terms: $0.01382$ Ha against $0.01208$ Ha, about $14\%$ too large relative to the full RPA. The slope at $k=0$ was not computed with the full frequency dependence, so the bandwidths themselves are not compared. The full calculation also gives $\operatorname{Im}\Sigma(0,0)=0.01193$ Ha, asserted to be positive as it must be for a hole. It arises because $q^2/2$ lies inside the particle–hole continuum for $q<k_F$, so the hole decays by exciting pairs, and it is nearly as large as the real difference $0.01208$ Ha. The pole model gives exactly zero there. For this gas it reproduces the on-shell real part of $\Sigma$ at the two wave vectors compared with the accuracy just stated; its accuracy for the position of the band bottom also depends on $Z_0$, which was not compared, and a linewidth requires the full frequency dependence.

The program that carries out these tests, and its output, follow.

## Values computed for the example and the checks

```
occupied, A=1 Ha^3, wt=0.8 Ha, x=0.8001 Ha: Re integral = 0.39060 Ha
boson model: levels [-0.9, -0.4, 0.3, 0.8] Ha, boson energy 0.65 Ha
boson model removal, coupling 0.02: exact -8.71681e-05 Ha, SX+COH -8.72351e-05 Ha
boson model addition, coupling 0.02: exact 7.86906e-05 Ha, SX+COH 7.87744e-05 Ha
1D crystal: a=6.0 bohr, cells=4, V1=0.5 Ha, V2=0.3 Ha, kappa=0.5 1/bohr
1D crystal: gap 0.4908 Ha, midgap E 0.0576 Ha, poles kept 142 of 170
1D lowest band, k=2pi/L: SX -5.519600 Ha, COH -2.412740 Ha
1D real-space Sigma -7.932340 Ha, max matrix deviation 1.1e-12 Ha
1D COH summed over 1 bands: -1.515172 Ha
1D COH summed over 2 bands: -1.978645 Ha
1D COH summed over 4 bands: -2.335997 Ha
1D COH summed over 8 bands: -2.412425 Ha
1D static COH by closure: -2.460937 Ha
jellium rs = 4.9 bohr, kF = 0.39166 1/bohr
EF = 0.07670 Ha = 2.087 eV, wp = 0.15969 Ha
q = 0.5 kF: epsinv(q,0) = 0.07284, wt = 0.16584 Ha
q = 1.0 kF: epsinv(q,0) = 0.25223, wt = 0.18466 Ha
q = 2.5 kF: epsinv(q,0) = 0.88379, wt = 0.46842 Ha
k=0: bare exchange -0.24934 Ha, SX -0.01419 Ha, COH -0.15125 Ha
k=0: SX+COH -0.16543 Ha = -4.502 eV
k=0: dSigma/dE -1.0847, Z 0.4797
k=0: static SX -0.02263 Ha, static COH -0.20277 Ha, sum -0.22540 Ha
k=kF: bare exchange -0.12467 Ha, SX -0.01589 Ha, COH -0.16337 Ha
k=kF: SX+COH -0.17925 Ha = -4.878 eV
k=kF: dSigma/dE -0.6322, Z 0.6127
k=kF: static SX -0.01949 Ha, static COH -0.20277 Ha, sum -0.22226 Ha
full RPA on shell: k=0 Re -0.16176 Ha, Im 0.01193 Ha; k=kF -0.17384 Ha
Sigma(0)-Sigma(kF): pole model 0.01382 Ha, full RPA 0.01208 Ha
Sigma(0)-Sigma(kF): static -0.00314 Ha, bare exchange -0.12467 Ha
bandwidth change -0.00663 Ha = -0.180 eV
quasiparticle bandwidth 0.07007 Ha = 1.907 eV, ratio to EF 0.9136
```
